Landau Levels and Level Collapse in a Tilted Dirac Cone

**1. What dimensions and symmetry fix**

A massless two-dimensional cone has a velocity v but no mass and no length of its own. In a perpendicular magnetic field B the remaining constants are e and ħ. The product eħB is a momentum squared, so the one energy that can be formed is v√(eħB). The Landau levels must therefore have the form

E_n = v √(eħB) f_n(β),

where β is a dimensionless measure of the tilt. Rotating the plane by 180° reverses the tilt without changing the spectrum, so f_n depends on β². The square-root dependence on B is thus settled in advance. The function f_n comes from the area of the orbit, and the result is

E_n = sgn(n) v √(2eħB|n|) (1 − β²)^(3/4), n = 0, ±1, ±2, …, β < 1.

**2. Hamiltonian and conventions**

The electron has charge −e with e > 0. Its kinetic momentum is π = p + eA, and B = ∂_xA_y − ∂_yA_x > 0. Then

[π_x, π_y] = e[p_x, A_y] + e[A_x, p_y] = −iħe(∂_xA_y − ∂_yA_x) = −iħeB.

The tilted cone is

H = w_xπ_x + w_yπ_y + v_xπ_xσ_x + v_yπ_yσ_y, with v_x, v_y > 0.

The first two terms multiply the unit matrix and tilt the cone. The model is strictly linear and has one valley, with no gap, spin splitting, disorder or interactions. The σ matrices act on the two orbital components of the wave function, not on the electron spin.

Anisotropy can be scaled away. Define

v = √(v_xv_y), q_i = v_iπ_i/v.

The commutator is unchanged, because [q_x, q_y] = (v_xv_y/v²)[π_x, π_y] = −iħeB. The tilt term becomes

w_xπ_x + w_yπ_y = v(t_xq_x + t_yq_y), t_i = w_i/v_i.

Now rotate q so that the vector t lies along x, and rotate (σ_x, σ_y) by the same angle. A rotation of q preserves the commutator, and the rotation of the matrices is a unitary transformation generated by σ_z. Writing π again for the new momentum,

H = v(βπ_x + π_xσ_x + π_yσ_y), β² = (w_x/v_x)² + (w_y/v_y)².

Two abbreviations are used below: λ = √(1 − β²) and the magnetic length l = √(ħ/(eB)).

**3. The orbit is an ellipse**

Without quantization, set π = ħk with k = k(cos θ, sin θ). The matrix k_xσ_x + k_yσ_y has eigenvalues ±k, so the bands are

E_± = ħvk(β cos θ ± 1).

For β < 1 the upper band is positive and the lower band negative for all k ≠ 0. A contour at E > 0 therefore belongs to the upper band. With p = E/(ħv), a wave number from here on,

k = p/(1 + β cos θ).

This is a conic with the Dirac point at a focus and eccentricity β. To find its axes, write the equation as k = p − βk_x and square it:

k_x² + k_y² = p² − 2pβk_x + β²k_x²,
λ²k_x² + 2pβk_x + k_y² = p².

Divide by λ² and complete the square:

(k_x + βp/λ²)² + k_y²/λ² = p²/λ² + β²p²/λ⁴ = p²(λ² + β²)/λ⁴ = p²/λ⁴.

Squaring has added no false points: on this curve k_x ≤ p/(1 + β), so p − βk_x stays positive. The semi-axes are

a = p/λ² along the tilt, b = p/λ across it,

and the area is

S(E) = πab = πp²/λ³ = πE²/[ħ²v²(1 − β²)^(3/2)].

Tilting at fixed energy enlarges the orbit in both directions, more strongly along the tilt.

**4. Quantizing the area**

The components of π form a conjugate pair. Put X = π_y/(eB) and P = π_x. Then [X, P] = [π_y, π_x]/(eB) = iħ, as for position and momentum on a line. The phase-plane area of an orbit is ħ²S/(eB). For a wave with one component, the two turning points supply the familiar one half:

ħ²S/(eB) = 2πħ(n + 1/2).

Here the wave carries a two-component spinor that follows k around the orbit and acquires a geometric phase Γ. The condition that the total phase be a multiple of 2π becomes

S = (2πeB/ħ)(n + 1/2 − Γ/2π).

The tilt multiplies the unit matrix and does not alter the spinors, which remain

|±⟩ = (1, ±e^{iθ})/√2.

For the upper band,

Γ = i∫₀^{2π} ⟨+|∂_θ|+⟩ dθ = i(i/2)(2π) = −π.

A phase of −π is equivalent to +π; the difference relabels n by one. With Γ = π the offset cancels.

At the same order in B the energy could also be shifted by an orbital magnetic moment, which is proportional to

Im[⟨+|∂H/∂k_x|−⟩⟨−|∂H/∂k_y|+⟩]/(E_+ − E_−).

The tilt drops out because ⟨+|−⟩ = 0. The other elements are ⟨+|σ_x|−⟩ = −i sin θ and ⟨−|σ_y|+⟩ = −i cos θ. Their product is −sin θ cos θ, which is real, so the moment vanishes away from the Dirac point. The quantization condition is therefore

S(E_n) = 2πeBn/ħ.

Inserting the area gives

πE_n²/(ħ²v²λ³) = 2πeBn/ħ,
E_n² = 2eħBv²λ³n,
E_n = v√(2eħBn) (1 − β²)^(3/4).

The exponent 3/4 is half the exponent 3/2 in the area, because the area grows as E². For negative energies the lower band gives |E| = ħvk(1 − β cos θ). This is the mirror image of the same ellipse, so the negative levels have the same magnitudes.

**5. Why the result also holds for small n**

The semiclassical argument is secure for large n. It says little about n = 1, and for n = 0 there is no orbit at all. An operator argument covers every n. It resembles a Lorentz boost that removes the tilt.

Start from (H − E)ψ = 0, write ψ = Kφ and multiply from the left by K, where

K = exp(−ησ_x/2), tanh η = β, cosh η = 1/λ, sinh η = β/λ.

Three products are needed:

KK = cosh η − σ_x sinh η,
Kσ_xK = σ_xKK = σ_x cosh η − sinh η,
Kσ_yK = KK⁻¹σ_y = σ_y.

The last line uses σ_yK = K⁻¹σ_y, which holds because σ_y anticommutes with σ_x. Now collect the terms of K(H − E)K. The coefficient of σ_x is

vπ_x cosh η − (vβπ_x − E) sinh η = vπ_x(1 − β²)/λ + Eβ/λ = vλπ_x + Eβ/λ.

The coefficient of the unit matrix is

−vπ_x sinh η + (vβπ_x − E) cosh η = −E/λ.

The tilt has gone, and the equation reads

[(vλπ_x + Eβ/λ)σ_x + vπ_yσ_y]φ = (E/λ)φ.

Define Π = π_x + Eβ/(vλ²). Adding a constant leaves the commutator unchanged and amounts to a translation. The operator on the left is D = v(λΠσ_x + π_yσ_y). Since σ_xσ_y = iσ_z = −σ_yσ_x, its square is

D² = v²(λ²Π² + π_y²) + iv²λσ_z[Π, π_y] = v²(λ²Π² + π_y²) + v²λeħBσ_z.

The pair λΠ and π_y has commutator −iλeħB. The sum of their squares is thus an oscillator with eigenvalues λeħB(2N + 1), N = 0, 1, 2, …, and

D² = eħBv²λ(2N + 1 + σ_z) → 2eħBv²λn.

For n ≥ 1, two states share this value: N = n − 1 with σ_z = +1, and N = n with σ_z = −1. The operator D has no diagonal elements between them, so its eigenvalues are the two square roots with opposite signs. For n = 0 there is one state, N = 0 with σ_z = −1, and D gives zero. These eigenvalues do not depend on the shift, and hence not on the E inside it. Setting them equal to E/λ gives

E² = λ²·2eħBv²λn = 2eħBv²λ³n,

which is the area result for every n, including zero. For β < 1 both K and K⁻¹ are bounded, so normalizable states correspond to normalizable states. Each level holds eB/(2πħ) states per unit area, per valley and spin.

The formula was also tested by diagonalizing H in oscillator states, for β = 0, 0.3, 0.6, 0.8, 0.9 and 0.95 and levels from n = −4 to 4. The nonzero levels agreed to within about one part in 10⁵, the tolerance of the test, and the zero level to within 10⁻⁸ of ħv/l. A cone with (v_x, v_y) = (1.5, 0.8) and (w_x, w_y) = (0.6, 0.4), in units of a reference velocity, passed the same test. It has β = 0.6403 and a first level at 1.04290 in the corresponding unit.

**6. Weak tilt and the approach to collapse**

For small tilt,

(1 − β²)^(3/4) ≈ 1 − 3β²/4.

At β = 0.3 this gives 0.9325, against the full value 0.9317. Near the critical tilt put β = 1 − δ. Then 1 − β² ≈ 2δ, and

E_n ≈ sgn(n) v√(2eħB|n|) (2δ)^(3/4).

All levels with fixed n approach zero at fixed v and B. The orbit area of the nth level does not shrink, since it is fixed at 2πn/l². Substituting p = λ^(3/2)√(2n)/l into the semi-axes gives

a = √(2n)/(l√λ), b = √(2n)√λ/l.

The ellipse becomes long and thin at constant area while its energy falls. The growth of a shows where the linear model must fail in a crystal: the orbit eventually reaches wave vectors at which the bands curve.

For quantum oscillations at a fixed Fermi energy E_F, levels cross E_F when

1/B_n = n·2πe/[ħS(E_F)].

The frequency in 1/B is F = ħS(E_F)/(2πe). At fixed E_F and v it grows with tilt as (1 − β²)^(−3/2), while the zero offset in n is unchanged.

**7. At and beyond the critical tilt**

At β = 1 the contour k = p − k_x becomes the parabola k_y² = p² − 2pk_x. The operator equation shows the same geometry. In the basis where σ_x is diagonal, let the components be u and d. The elements of σ_y are then c and c*, with |c| = 1, and

(2vπ_x − E)u + cvπ_yd = 0,
−Ed + c*vπ_yu = 0.

For E ≠ 0 the second line gives d = c*vπ_yu/E. Inserting this in the first and multiplying by E/v² yields

[π_y² + (2E/v)π_x]u = (E²/v²)u.

This is a particle in a uniform force, with π_x as the coordinate. Its solutions are Airy functions, which are not normalizable, so the spectrum is continuous. For E = 0 the second line requires π_yu = 0. Then u is constant in π_x and must vanish, after which the first line removes d in the same way. There is no zero mode.

For β > 1 the contours are open hyperbolas. Repeat the boost with tanh η = 1/β, and let μ = √(β² − 1), so that cosh η = β/μ and sinh η = 1/μ. This time π_x disappears from the coefficient of σ_x:

[vμπ_x − Eβ/μ + (E/μ)σ_x + vπ_yσ_y]φ = 0.

Use π_x = x as a coordinate, so that π_y = iħeB d/dx. Solving for the derivative gives

dφ/dx = [iσ_yf(x) + gσ_z]φ,
f = (μx − Eβ/(vμ))/(ħeB), g = E/(vμħeB).

The f term rotates φ without changing its length, at a rate that grows with |x|. Remove this rotation by writing φ = exp(iσ_yF)χ with dF/dx = f. Then dχ/dx = gσ_z exp(2iσ_yF)χ. Its right side oscillates ever faster, so the length of χ tends to a nonzero constant on each side. The direction of χ keeps turning slowly for E ≠ 0: at large |x| the rotation rate of φ is √(f² − g²) ≈ |f| − g²/(2|f|), and the last term adds an angle that grows as ln|x|. No solution decays, whatever E is, so the ladder has been replaced by a continuum.

A finite basis shows the difference. The number of states with |E| < ħv/l was counted with 100 and then 400 oscillator states. At β = 0.8 it stayed at 5. At β = 1 it rose from 31 to 91, and at β = 1.2 from 27 to 55. A fourfold basis doubles the largest wave vector Q. The area between hyperbolic contours grows as Q, which suggests a factor of 2. The area inside a parabola grows as Q^(3/2), which suggests 2.8. The counts follow both estimates closely.

**8. A numerical case**

Take v = 5 × 10⁴ m/s, β = 0.8 and B = 2 T. These are rough values in the regime of the layered organic conductor α-(BEDT-TTF)₂I₃ under pressure. The magnetic length is 18.14 nm and ħv = 32.91 meV nm. Without tilt the first level would be

√2 × 32.91/18.14 = 2.57 meV.

The reduction factor is 0.36^(3/4) = 0.465, so

E_1 = 2.566 × 0.4648 = 1.19 meV,

with one more digit kept in the factors.

The next level lies at √2 × 1.192 = 1.69 meV, a spacing of (√2 − 1) × 1.192 = 0.49 meV. For the first orbit

p = 1.192/32.91 = 0.0362 nm⁻¹,
a = p/0.36 = 0.101 nm⁻¹, b = p/0.6 = 0.060 nm⁻¹.

Its area πab = 0.0191 nm⁻² equals 2πeB/ħ, as it must for n = 1. The far tip lies at p/(1 − β) = 0.181 nm⁻¹ from the Dirac point. At the same v and B, raising β to 0.95 would lower E_1 to 0.45 meV.

**9. What the model leaves out**

Spin splitting. With g = 2 the Zeeman splitting is 0.23 meV, which moves the two spin states of E_1 by about 10% up and down. It is nearly half the spacing between n = 1 and n = 2. The tilt does not reduce it, so its relative weight grows towards collapse.

Temperature and scattering. At 1 K the thermal energy k_BT is 0.09 meV, below both spacings. Thermal smearing is about 3.5 k_BT = 0.30 meV wide, however, and the Zeeman splitting leaves only 0.49 − 0.23 = 0.26 meV between the nearest spin states of n = 1 and n = 2. Separating these clearly needs a lower temperature. The scattering time must be well above ħ/E_1 = 0.55 ps for the first level to stand clear of n = 0, and well above ħ/(0.49 meV) = 1.3 ps for it to stand clear of n = 2.

Band curvature. As an estimate, subtract a term Ck² from both bands and choose C so that the slope of the soft branch, ħv(1 − β), vanishes at the zone boundary π/a₀. For a rough lattice period a₀ = 1 nm,

C = ħv(1 − β)a₀/(2π) = 1.05 meV nm².

Diagonalization with this term lowers E_1 − E_0 by 0.0175 meV, or 1.5%. The soft branch then tops out at 10.3 meV, well above E_1. The same term raises E_0 − E_{−1} by 0.017 meV. The shift is roughly proportional to C: if the slope vanished at half the distance, so that C doubled, E_1 − E_0 would fall by 0.036 meV. The true curvature may differ in form and size.

Gap. The model has none, but spin–orbit coupling or a broken symmetry can open a small one, and at this energy scale it matters. A term Δσ_z moves the n = 0 level to −λΔ and the others to ±√(E_n² + λ²Δ²). For a full gap 2|Δ| = 1 meV the n = 0 level moves by 0.30 meV and E_1 rises to 1.23 meV, so the two transitions from n = 0 become 1.53 and 0.93 meV. The size of any gap in the real salt is not determined here.

Interactions. With a rough relative permittivity of 10, the Coulomb energy at the magnetic length, e²/(4πε₀ε_r l), is 7.9 meV. That is 6.7 times E_1. The ratio does not depend on B at fixed v and ε_r, because both energies scale as √B.

For ε_r = 10, interactions set the largest energy scale among the effects estimated here. The ratio falls as 1/ε_r, however: it is 2.2 at ε_r = 30 and drops below one above about 67, and the value 10 is an assumption, not a measured permittivity of this salt. Part of the interaction may be absorbed into an effective velocity, but the estimate does not show how much, and it gives no corrected level. Screening by neighbouring layers and hopping between layers are also left out and have not been sized. The value 1.19 meV is a one-electron energy for the stated v and β, not a prediction of a measured transition. The full set of computed values is in the numerical output.

Calculated quantities

```
velocity v = 5.0e+04 m/s
tilt beta = 0.80
field B = 2.0 T
temperature = 1.0 K
lattice period = 1.0 nm
relative permittivity = 10
hbar v = 32.91 meV nm
magnetic length = 18.14 nm
Berry phase / pi = 1.000000
reduction factor = 0.4648
untilted level n=1 = 2.566 meV
tilted level n=0 = 0.000 meV
tilted level n=1 = 1.192 meV
tilted level n=2 = 1.686 meV
tilted level n=3 = 2.065 meV
tilted level n=4 = 2.385 meV
spacing n=1 to n=2 = 0.494 meV
basis shift of n=1 (150 to 300) = 1.6e-15 meV
n=1 orbit: p = 0.0362 1/nm
n=1 orbit: long semi-axis = 0.1006 1/nm
n=1 orbit: short semi-axis = 0.0604 1/nm
n=1 orbit: far tip = 0.1812 1/nm
n=1 orbit: area = 0.01909 1/nm^2
area quantum 2 pi e B/hbar = 0.01909 1/nm^2
beta 0.00: factor 1.0000, n=1 at 2.566 meV
beta 0.30: factor 0.9317, n=1 at 2.390 meV
beta 0.60: factor 0.7155, n=1 at 1.836 meV
beta 0.80: factor 0.4648, n=1 at 1.192 meV
beta 0.90: factor 0.2878, n=1 at 0.738 meV
beta 0.95: factor 0.1745, n=1 at 0.448 meV
oblique anisotropic test: beta = 0.6403
oblique test: n=1 = 1.04290 (reduced unit)
beta 0.8: low states, basis 100/400 = 5/5
beta 1.0: low states, basis 100/400 = 31/91
beta 1.2: low states, basis 100/400 = 27/55
Zeeman splitting (g=2) = 0.232 meV
thermal energy kT = 0.086 meV
scattering time hbar/E1 = 0.55 ps
curvature coefficient = 1.048 meV nm^2
curvature shift of E1-E0 = -0.0175 meV
top of soft branch = 10.34 meV
Coulomb energy at magnetic length = 7.94 meV
Coulomb energy / E1 = 6.7
```
